# Excitation Degree, Holes, Particles and Phase from Determinant Bit Strings

## What a wrong sign does

Take a linear chain of four hydrogen atoms, 1.0 Å apart, in the STO-3G basis. Build the Hamiltonian matrix over all determinants with two electrons of each spin and diagonalize it. The lowest energy is −2.16639 hartree. Repeat the calculation with one plausible mistake in the fermionic sign, described below, and the lowest eigenvalue is −2.16826 hartree. The faulty matrix is still real and symmetric, and its eigenvalue looks reasonable. Yet it lies 1.87 millihartree below the lowest energy that this basis allows.

The Slater-Condon rules give each matrix element as an integral expression times a sign. The orbitals that two determinants do not share fix the type of element and, for a double excitation, the one integral needed; single excitations and diagonal elements also sum over the shared electrons. The sign depends on where the shared electrons lie relative to the changed orbitals. The orbital indices and the sign can both be read from bit strings with a few integer operations.

## Conventions

Number \(M\) orthonormal spin orbitals \(0,\dots,M-1\). Their operators obey

\[
\{a_p,a_q^\dagger\}=\delta_{pq},\qquad \{a_p,a_q\}=\{a_p^\dagger,a_q^\dagger\}=0 .
\]

Bit \(p\) of an integer \(D\) is the occupation \(n_p\). The same letter denotes the set of occupied orbitals, and \(|S|\) is the population count of a set or string \(S\). The determinant is

\[
|D\rangle=a_{q_1}^\dagger a_{q_2}^\dagger\cdots a_{q_N}^\dagger|\mathrm{vac}\rangle,\qquad q_1<q_2<\cdots<q_N .
\]

Let \(r_p(D)\) be the number of electrons of \(D\) in orbitals below \(p\). To apply \(a_p\) when \(p\) is occupied, move it right past the \(r_p\) lower creation operators, at one minus sign each. It then meets \(a_p^\dagger\), and \(a_pa_p^\dagger=1-a_p^\dagger a_p\). The second term vanishes because the remaining string does not contain \(p\). If \(p\) is empty, \(a_p\) reaches the vacuum and gives zero. Similarly, \(a_p^\dagger\) moves past \(r_p\) operators to its ordered place, or gives zero if \(p\) is occupied. Hence

\[
a_p|D\rangle=n_p(-1)^{r_p(D)}|D\oplus2^p\rangle,\qquad
a_p^\dagger|D\rangle=(1-n_p)(-1)^{r_p(D)}|D\oplus2^p\rangle ,
\]

where \(\oplus\) is bitwise XOR.

## Degree, holes and particles

For two determinants \(D\) and \(D'\) with equal electron number, define

\[
X=D\oplus D',\qquad C=D\wedge D',\qquad H=X\wedge D,\qquad P=X\wedge D' .
\]

\(X\) marks the changed orbitals and \(C\) the common electrons. The holes \(H\) are occupied only in \(D\), the particles \(P\) only in \(D'\). Since \(|D|=|C|+|H|\) and \(|D'|=|C|+|P|\), equal electron numbers imply \(|H|=|P|\). The excitation degree is therefore

\[
k=|H|=|P|=\tfrac12|X| .
\]

List both sets in ascending order, \(h_1<\cdots<h_k\) and \(p_1<\cdots<p_k\), and define the phase \(\gamma=\pm1\) by

\[
E_1E_2\cdots E_k|D\rangle=\gamma|D'\rangle,\qquad E_i=a_{p_i}^\dagger a_{h_i}. \tag{1}
\]

All indices in the product are distinct. Exchanging two neighbouring pairs \(E_i\) and \(E_j\) moves two operators past two others, which costs four minus signs, so the pairs commute and their order is irrelevant. Which hole is paired with which particle does matter.

## Derivation of the phase

**Separate the common electrons.** In \(|D\rangle\), move \(a_{h_1}^\dagger\) to the front. It passes only common electrons below \(h_1\), since no hole is lower. Then move \(a_{h_2}^\dagger\) to the place just behind it, past the common electrons below \(h_2\), and so on:

\[
|D\rangle=(-1)^{\sum_i r_{h_i}(C)}\,a_{h_1}^\dagger\cdots a_{h_k}^\dagger|C\rangle .
\]

The same argument for \(D'\) gives

\[
|D'\rangle=(-1)^{\sum_i r_{p_i}(C)}\,a_{p_1}^\dagger\cdots a_{p_k}^\dagger|C\rangle .
\]

**Replace holes by particles.** For any \(q\),

\[
a_p^\dagger a_h a_q^\dagger
=a_p^\dagger(\delta_{hq}-a_q^\dagger a_h)
=\delta_{hq}a_p^\dagger+a_q^\dagger a_p^\dagger a_h .
\]

Thus \(E_i\) passes every creation operator except \(a_{h_i}^\dagger\) without a sign. At \(a_{h_i}^\dagger\) the first term puts \(a_{p_i}^\dagger\) in its place. In the second term \(E_i\) continues to the right, finds no other \(h_i\), and gives zero on the vacuum. Applying all pairs yields

\[
E_1\cdots E_k\,a_{h_1}^\dagger\cdots a_{h_k}^\dagger|C\rangle
=a_{p_1}^\dagger\cdots a_{p_k}^\dagger|C\rangle .
\]

Combining the three relations, and using that a sign is its own inverse,

\[
\gamma=(-1)^{\sum_i[r_{h_i}(C)+r_{p_i}(C)]}. \tag{2}
\]

If the holes are permuted against the particles, the replacement leaves the particle operators in permuted order. Sorting them multiplies \(\gamma\) by the sign of the permutation.

**Interval form.** In each bracket of (2), a common electron below both \(h_i\) and \(p_i\) is counted twice and drops out of the parity. What remains are the common electrons in the set \(I_i\) of orbitals strictly between \(h_i\) and \(p_i\); the endpoints do not belong to \(C\). So

\[
\gamma=(-1)^{\sum_i|C\wedge I_i|}. \tag{3}
\]

An electron taken from \(h_i\) to \(p_i\) is exchanged with each common electron on the way. If there are none in any interval, \(\gamma=+1\).

**Mask form.** The exponent in (2) runs over all changed orbitals \(x\) and counts the common electrons below each. Exchange the two sums:

\[
\sum_{x\in X}\;\sum_{c\in C,\;c<x}1=\sum_{c\in C}A_c,\qquad
A_c=\text{number of changed orbitals above }c .
\]

Let bit \(c\) of a string \(S\) be \(A_c\) modulo 2. Then

\[
\gamma=(-1)^{|C\wedge S|}. \tag{4}
\]

No loop over holes and particles is left. For \(k=0\), \(X=S=0\) and \(\gamma=+1\).

**Building the mask.** Start with \(S=X\gg1\), so that bit \(c\) holds \(X_{c+1}\). Suppose bit \(c\) holds the XOR of the \(L\) bits \(X_{c+1},\dots,X_{c+L}\). The operation \(S\leftarrow S\oplus(S\gg L)\) adds the next \(L\) bits and doubles the window. With \(L=1,2,4,\dots\), the window covers a word of \(W\) bits after \(\lceil\log_2W\rceil\) such operations.

## Pseudocode

```
function compare(D, E):             # ket D, bra E, unsigned words
    require popcount(D) == popcount(E)
    X = D xor E
    k = popcount(X) / 2
    if k > 2: return k              # no two-body matrix element
    holes     = bits(X and D)
    particles = bits(X and E)
    S = X >> 1
    L = 1
    while L < W:
        S = S xor (S >> L)
        L = 2*L
    odd = popcount((D and E) and S) and 1
    return k, holes, particles, 1 - 2*odd

function bits(x):                   # ascending positions
    list = []
    while x != 0:
        low = x and (-x)            # lowest set bit
        append position(low) to list
        x = x xor low
    return list
```

Here `and` and `xor` are bitwise. In two's-complement arithmetic \(-x\) is the complement of \(x\) plus one. Adding one turns the complemented trailing zeros back into zeros and restores the lowest set bit, while all higher bits stay complemented, so `x and (-x)` keeps that bit alone. The early return suits a Hamiltonian with one- and two-body terms; remove it if phases of higher excitations are needed.

If the string occupies several words, go from the most significant word to the least and carry the parity of the changed bits already passed. When the carry is odd, complement the mask of the current word before combining it with \(C\). Unused bits do no harm, because \(C\) is zero there.

## Use in the Slater-Condon rules

Write \(\langle pq|rs\rangle\) for the Coulomb integral with electron 1 in \(p,r\) and electron 2 in \(q,s\), and \(\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle\). The Hamiltonian, without the constant nuclear repulsion, is

\[
\hat H=\sum_{pq}h_{pq}a_p^\dagger a_q
+\frac12\sum_{pqrs}\langle pq|rs\rangle a_p^\dagger a_q^\dagger a_sa_r .
\]

Averaging the last sum with its copy in which \(r\) and \(s\) are renamed, and using \(a_ra_s=-a_sa_r\), replaces \(\frac12\langle pq|rs\rangle\) by \(\frac14\langle pq||rs\rangle\). Exchanging \(p,q\) or \(r,s\) changes the sign of both integral and operator, so four terms are equal and the two-body part becomes

\[
\sum_{p<q}\sum_{r<s}\langle pq||rs\rangle a_p^\dagger a_q^\dagger a_sa_r .
\]

**Double excitation.** The operator must remove both holes and create both particles. One term does so:

\[
a_{p_1}^\dagger a_{p_2}^\dagger a_{h_2}a_{h_1}
=a_{p_1}^\dagger a_{h_1}a_{p_2}^\dagger a_{h_2},
\]

since \(a_{h_1}\) moves left past two operators. By (1),

\[
\langle D'|\hat H|D\rangle=\gamma\,\langle p_1p_2||h_1h_2\rangle .
\]

**Single excitation**, \(h\to p\). The one-body part gives \(\gamma h_{ph}\). A two-body term must also remove and restore one common electron \(c\). Its four equivalent orderings combine into \(\langle pc||hc\rangle a_p^\dagger a_c^\dagger a_ca_h\). Moving \(a_h\) left past two operators gives \(a_p^\dagger a_h\,a_c^\dagger a_c\), and \(a_c^\dagger a_c=1\) on \(|D\rangle\). Therefore

\[
\langle D'|\hat H|D\rangle=\gamma\Big[h_{ph}+\sum_{c\in C}\langle pc||hc\rangle\Big].
\]

**Equal determinants.** For \(i\ne j\), \(a_i^\dagger a_j^\dagger a_ja_i=n_in_j\), so the element is \(\sum_{i\in D}h_{ii}+\sum_{i<j\in D}\langle ij||ij\rangle\).

For \(k>2\) the element is zero, because two annihilation operators cannot empty three holes.

## Validation with Jordan-Wigner matrices

A reference for the signs should not use (2)–(4). The Jordan-Wigner construction represents each annihilation operator by a matrix of dimension \(2^M\):

\[
a_p=\underbrace{1\otimes\cdots\otimes1}_{M-1-p}\otimes\,\sigma\otimes
\underbrace{Z\otimes\cdots\otimes Z}_{p},\quad
\sigma=\begin{pmatrix}0&1\\0&0\end{pmatrix},\quad
Z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]

Orbital 0 is the rightmost factor, so basis vector number \(D\), counted from zero, has the occupations given by the bits of \(D\).

These matrices obey the required algebra. For equal indices, \(Z^2=1\), \(\sigma\sigma^\dagger+\sigma^\dagger\sigma=1\) and \(\sigma^2=0\). For \(p<q\), the factors of \(a_p\) and \(a_q\) commute at every orbital except \(p\), where \(\sigma\) meets \(Z\) and \(\sigma Z=-Z\sigma\). The same holds with \(\sigma^\dagger\), so the products anticommute.

The basis signs also agree. In the ordered creation string the highest orbital is filled first. Each later operator finds no electron below it, so its \(Z\) factors give \(+1\), and the string produces the unit vector \(e_D\) with positive sign.

The validation procedure is:

1. Enumerate all ordered pairs with equal electron number.
2. Apply the matrices in (1) to \(e_D\), rightmost first.
3. Require the whole resulting vector to equal \(\gamma e_{D'}\), with \(\gamma\) from (4).

For \(M=8\) the matrices are \(256\times256\) and there are \(\sum_N\binom8N^2=12870\) pairs. Of these, 6720 are double excitations, and the phase is −1 in 2640 of them.

The dimension \(2^M\) confines this method to short strings. For long ones, write the occupied orbitals of \(D\) as an ascending list, replace each \(h_i\) by \(p_i\) in place, and count the inversions, that is, the pairs in the wrong order. Their parity gives \(\gamma\), because the replacement rule holds inside the full string too.

## Failure modes

**Counting electrons of \(D\) in the intervals.** This is the mistake of the opening example. For a single excitation \(D\) and \(C\) have the same electrons strictly between \(h\) and \(p\). For higher degrees,

\[
|D\wedge I_i|=|C\wedge I_i|+\text{number of other holes in }I_i .
\]

For a double excitation, read the four changed orbitals upwards and write h for hole and p for particle. In the patterns hphp, hpph, phhp and phph, ascending pairing gives disjoint intervals and the rule is right. In hhpp, \(I_1\) contains \(h_2\) but \(I_2\) does not contain \(h_1\). In pphh, \(I_2\) contains \(h_1\) but \(I_1\) does not contain \(h_2\). Each has one extra count and the wrong sign. The rule thus fails exactly when the intervals overlap, in two of six patterns: 2240 of the 6720 doubles above.

Interchanging \(D\) and \(D'\) turns hhpp into pphh. Both directions receive the same wrong sign, so a symmetry check of the Hamiltonian does not reveal the error. The cure is to count in \(C\), or to update the determinant after each pair.

**Unequal electron numbers.** The strings 0011 and 0000 have \(|X|=2\), but they are not related by a single excitation. An even \(|X|\) is not a sufficient test; compare the population counts.

**Mixed orbital orders.** Reordering the orbitals multiplies each \(|D\rangle\) by a sign \(\eta_D\) and each matrix element by \(\eta_D\eta_{D'}\). Eigenvalues do not change if this is done throughout. Coefficients taken from one convention into another must be multiplied by \(\eta_D\).

**Separate spin strings.** Let all alpha orbitals precede all beta orbitals, and let each spin keep its electron number. A common beta electron has only beta changes above it. A common alpha electron has the alpha changes above it plus all beta changes, whose number is even. Hence \(\gamma=\gamma_\alpha\gamma_\beta\). The argument needs only an even number of changed beta orbitals. With each factor taken from (4), it therefore also holds when the number of alpha electrons changes by an even amount at fixed total. If that number changes by an odd amount, each common alpha electron contributes one more minus sign. The product alone is then wrong whenever the number of common alpha electrons is odd; include this extra sign or use the full string.

**Signed words.** A right shift of a signed word may copy the sign bit into the vacated positions and corrupt \(S\). Use unsigned words.

## Cost and stability

For one word, the phase, computed as in the pseudocode, takes one initial shift, \(\lceil\log_2W\rceil\) shift-and-XOR operations, six for 64 bits, and one population count, whatever the degree. Extracting the orbitals takes \(2k\) steps. Testing all pairs of \(N_{\rm det}\) determinants costs \(O(N_{\rm det}^2)\) XORs and population counts, and pairs with \(k>2\) stop there. A single excitation also needs a sum over \(N-1\) common electrons.

The integer operations have no rounding error. In a matrix element, rounding enters only through the integrals and their sums.

## Worked example: one phase

With orbital 7 at the left and orbital 0 at the right, let

```
D       = 01011111
D'      = 11101101
X       = 10110010      popcount 4, so k = 2
C       = 01001101
X and D = 00010010      holes 1, 4
X and D'= 10100000      particles 5, 7
```

The mask develops as

```
X >> 1        01011001
after L = 1   01110101
after L = 2   01101000
after L = 4   01101110  = S
C and S       01001100      popcount 3
```

so \(\gamma=(-1)^3=-1\). In interval form, the common electrons between 1 and 5 are in orbitals 2 and 3, and the one between 4 and 7 is in orbital 6: again \(2+1=3\).

The operators themselves give the same sign. In \(a_5^\dagger a_1a_7^\dagger a_4|D\rangle\), the numbers of electrons below the orbital acted on are, from right to left, 4, 5, 1 and 3. Their sum is 13, which is odd.

The faulty rule counts three electrons of \(D\) in the first interval, because the hole 4 is included, and one in the second. The total is 4 and the sign is +1.

## Worked example: the H4 chain

The four STO-3G functions give four restricted Hartree-Fock (RHF) orbitals. Number the alpha spin orbitals 0–3 and the beta ones 4–7, each in order of orbital energy. Two electrons of each spin give \(\binom42^2=36\) determinants. Direct diagonalization of the \(36\times36\) matrix, with the nuclear repulsion added, gives

| Quantity | Energy / hartree |
|---|---:|
| RHF determinant | −2.098546 |
| Full configuration interaction | −2.166387 |
| Lowest eigenvalue, faulty phase | −2.168259 |

The RHF determinant is 00110011. Exciting both alpha electrons gives 00111100, with holes 0, 1 and particles 2, 3. No common electron lies between them, so \(\gamma=+1\). The faulty rule finds the hole 1 between 0 and 2 and returns −1. The integral involved has magnitude \(|\langle23||01\rangle|=0.0456\) hartree; its sign depends on the arbitrary signs of the orbitals.

Within one spin, the overlapping case occurs only between the occupations \(\{0,1\}\) and \(\{2,3\}\). It is combined with six strings of the other spin, and either spin may be the excited one, so \(6+6=12\) elements above the diagonal change sign. Doubles with one excitation in each spin have disjoint intervals and are unaffected.

The error of −1.87 millihartree is 2.8% of the correlation energy, \(-2.166387+2.098546=-0.067841\) hartree. Had the twelve sign changes amounted to a redefinition \(\eta_D\) of the determinants, the eigenvalue would not have moved. The faulty matrix therefore does not represent the Hamiltonian in any choice of determinant signs, and the variational bound does not apply to it.
